# Phase Averaging and Exponential Resistance in a Single-Channel Filament, part 1

(Sections cited here and not found follow in the second part.)

## First half: the average logarithm of the transmission

### A resistance that does not add

Eight identical scatterers sit in a filament with one conducting channel, and each alone transmits 79% of the electrons. If intensities are added, the chain has a resistance of 40 kΩ. If amplitudes are added and the gaps between the scatterers are spread uniformly over half a wavelength, the geometric-mean resistance is 83 kΩ. With 32 scatterers the two numbers are 121 kΩ and 22 380 kΩ. The first law is linear in the number of scatterers and the second is exponential, although the scatterers are the same. The difference comes from interference, and it does not vanish when the interference phase is averaged. The derivation below shows that the average logarithm of the chain's transmission is the sum of the logarithms for the single scatterers.

### Model and conventions

Electrons of one energy $E$ move along $x$ in one transverse mode, with two spin states. The scatterers are static and elastic, and electrons do not interact with one another. The algebra uses atomic units with electron mass 1, so that $E=k^2/2$ and $k=\sqrt{2E}$. Scatterer $j$ has transmission probability $T_j$ and reflection probability $R_j=1-T_j$, with $0<T_j<1$.

Resistance here means the two-terminal resistance at zero temperature and small bias,

$$
\mathcal R=\frac{h}{2e^2}\,\frac1T ,\qquad \frac{h}{2e^2}=12.906\ \text{kΩ}.
$$

It includes the contact resistance of a perfect channel, so $T=1$ gives 12.906 kΩ and not zero. The typical resistance is first taken to be the geometric mean, $(h/2e^2)\exp\langle-\ln T\rangle$. The second half shows that the median grows at the same rate.

### One scatterer

For the potential $g\,\delta(x)$ and a wave of unit amplitude from the left,

$$
\psi=e^{ikx}+re^{-ikx}\ (x<0),\qquad \psi=te^{ikx}\ (x>0).
$$

Continuity at $x=0$ gives $1+r=t$. Integrating $-\tfrac12\psi''+g\delta(x)\psi=E\psi$ across the origin gives a jump in slope, $\psi'(0^+)-\psi'(0^-)=2g\psi(0)$. With the waves inserted,

$$
ikt-ik(1-r)=2gt .
$$

Divide by $ik$, define $\zeta=g/k$, and use $1/i=-i$. Then $t-1+r=-2i\zeta t$. Replacing $r$ by $t-1$ gives $2t-2=-2i\zeta t$, hence

$$
t=\frac1{1+i\zeta},\qquad r=t-1=\frac{-i\zeta}{1+i\zeta},\qquad
T=\frac1{1+\zeta^2},\qquad R=\frac{\zeta^2}{1+\zeta^2}.
$$

The two probabilities add to one. The sign of $g$ does not affect $T$, but it does affect the phase of $r$.

In ordinary units $\zeta=mg/(\hbar^2k)$. Since $E=\hbar^2k^2/(2m)$, this is also $\zeta=gk/(2E)$. The example has $E=1$ eV above the subband bottom, $g=2$ eV Å and $k=0.5123$ Å$^{-1}$. Therefore $\zeta=2\times0.5123/2=0.5123$, and

$$
T_1=\frac1{1+0.5123^2}=0.7921,\qquad R_1=0.2079,\qquad -\ln T_1=0.2331 .
$$

The equality of the numerical values of $k$ and $\zeta$ is a result of choosing $g/(2E)=1$ Å.

### What is needed from a general scatterer

The left-hand scatterer of a pair will later be a whole chain, which need not be symmetric. Let $r,t$ be its amplitudes for a wave coming from the left, and $r',t'$ those for a wave coming from the right. Incoming amplitudes become outgoing amplitudes through

$$
S=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix}.
$$

Elastic scattering conserves flux for every choice of incoming amplitudes, so $S^\dagger S=1$. For a square matrix this implies $SS^\dagger=1$ as well. The first column then gives $|r|^2+|t|^2=1$, and the second row gives $|t|^2+|r'|^2=1$. Hence $|r'|=|r|$: the reflection probability is the same from both sides, even when the phases differ.

### Two coherent scatterers

Put scatterer 2 a distance $d$ to the right of scatterer 1, and measure the amplitudes of each at its own position. Let $A$ be the amplitude moving right just after scatterer 1, and $B$ the amplitude moving left when it arrives back there. The wave $A$ gains a factor $e^{ikd}$ on the way out, is reflected with amplitude $r_2$, and gains another $e^{ikd}$ on the way back. Thus

$$
A=t_1+r_1'B,\qquad B=r_2e^{2ikd}A .
$$

Eliminating $B$ gives $A(1-r_1'r_2e^{2ikd})=t_1$. The transmitted wave is $t_2e^{ikd}A$, so

$$
t_{12}=\frac{t_1t_2e^{ikd}}{1-r_1'r_2e^{2ikd}} .
$$

Expanding the denominator as a geometric series recovers the sum over 0, 1, 2, … round trips between the scatterers. Define

$$
a=|r_1'r_2|=\sqrt{R_1R_2}<1,\qquad \theta=2kd+\arg(r_1'r_2).
$$

The squared modulus is

$$
T_{12}=\frac{T_1T_2}{|1-ae^{i\theta}|^2}
=\frac{T_1T_2}{1+a^2-2a\cos\theta}.
\tag{1}
$$

The phase $\theta$ belongs to one full round trip. It changes by $2\pi$ when the gap changes by $\pi/k$, which is half a wavelength.

Equation (1) gives resonances at $\theta=0$ and strongest reflection at $\theta=\pi$. Take strengths 2.0 and −3.5 eV Å, with $T_1=0.7921$ and $T_2=0.5544$. Then $T_1T_2=0.4391$ and $a=\sqrt{0.2079\times0.4456}=0.3044$. The extremes are $0.4391/(1-a)^2=0.907$ and $0.4391/(1+a)^2=0.258$. One change of gap by a quarter wavelength can therefore change the resistance by a factor of 3.5.

### The phase average

Suppose that $\theta$ is uniform on the full circle. Taking the logarithm of (1) gives

$$
\ln T_{12}=\ln T_1+\ln T_2-\ln|1-ae^{i\theta}|^2 .
$$

With $z=ae^{i\theta}$, we have $\ln|1-z|^2=2\,\mathrm{Re}\ln(1-z)$. Since $|z|=a<1$, the series $\ln(1-z)=-\sum_{n\ge1}z^n/n$ may be used:

$$
\ln|1-ae^{i\theta}|^2=-2\sum_{n=1}^{\infty}\frac{a^n}{n}\cos n\theta .
\tag{2}
$$

Each term is at most $2a^n$ in size, and $\sum a^n$ converges. The series thus converges uniformly in $\theta$ and can be averaged term by term. For $n\ge1$,

$$
\frac1{2\pi}\int_0^{2\pi}\cos n\theta\,d\theta=0 .
$$

The interference term has zero average, and

$$
\boxed{\langle\ln T_{12}\rangle=\ln T_1+\ln T_2 .}
\tag{3}
$$

This does not say that interference is weak. The transmission exceeds $T_1T_2$ when the denominator in (1) is below one, that is, when $\cos\theta>a/2$. This holds for less than half of the circle. The favourable phases are fewer, but their logarithmic gain is larger on average, and the two contributions cancel.

For the unequal pair above, the right-hand side of (3) is −0.822970. Integrating the Schrödinger equation through the two scatterers and averaging over 256 equally spaced gaps in one window of width $\pi/k$ gives −0.822970. That calculation does not use (1).

For an implementation, the number of phases can be estimated in advance. If $M$ equally spaced phases are used, the average of $e^{in\theta}$ vanishes unless $n$ is a multiple of $M$, and then it has modulus one. The surviving terms of (2), with $n=Ml$, bound the error:

$$
|\text{error in }\langle\ln T_{12}\rangle|
\le2\sum_{l\ge1}\frac{a^{Ml}}{Ml}
=-\frac2M\ln(1-a^M).
$$

The error falls exponentially with $M$, but more slowly for strong reflectors, where $a$ is close to one.

### When the phase is not uniform

If the gap has some other distribution, the terms of (2) remain. With $\alpha=\arg(r_1'r_2)$,

$$
\langle\ln T_{12}\rangle=\ln T_1+\ln T_2
+2\,\mathrm{Re}\sum_{n\ge1}\frac{a^n}{n}e^{in\alpha}\langle e^{2iknd}\rangle .
\tag{4}
$$

For gaps uniform between $d_0$ and $d_0+w$,

$$
\langle e^{2iknd}\rangle
=\frac1w\int_{d_0}^{d_0+w}e^{2iknx}dx
=e^{ikn(2d_0+w)}\frac{\sin(knw)}{knw}.
$$

This vanishes for every $n\ge1$ when $kw$ is a positive multiple of $\pi$. The smallest suitable window is $w=\pi/k=6.132$ Å in the example. A wide window that is not a multiple of $\pi/k$ leaves a correction, which decreases as $1/(kw)$.

For half the window, $kw=\pi/2$, the even terms vanish and the odd ones remain. The unequal pair, with gaps starting at 4 Å, then has a correction of +0.3612. Equation (4) and a separate quadrature over the gap agree on this value to better than $10^{-9}$. The sum −0.823 is thereby changed to −0.462. If the half window is moved by its own width, each odd term changes sign and the correction becomes −0.3612. A restricted gap distribution can thus make the pair either more or less transparent than the product rule says. Disorder in the gaps is not sufficient by itself; it must spread the round-trip phase.

### From two scatterers to a chain

Let $T_{1..j}$ be the transmission of the first $j$ scatterers and $R_{1..j}=1-T_{1..j}$. Treat the first $j-1$ as the left-hand scatterer in (1), and scatterer $j$ as the right-hand one:

$$
\ln T_{1..j}=\ln T_{1..j-1}+\ln T_j-\ln|1-a_je^{i\theta_j}|^2,
\qquad a_j=\sqrt{R_{1..j-1}R_j}.
\tag{5}
$$

The phase $\theta_j$ contains the reflection phase of the whole left part, which depends on all earlier gaps. It also contains $2kd$ for the new gap. Suppose that, with the earlier gaps held fixed, $2kd$ is uniform modulo $2\pi$. Adding a fixed angle to a uniform angle leaves it uniform, so $\theta_j$ is uniform too. Equation (1) also shows that a chain of partly transmitting scatterers has nonzero transmission, because its denominator is at most 4. Thus $a_j<1$ and the pair calculation applies:

$$
\langle\ln T_{1..j}\mid\text{earlier gaps}\rangle
=\ln T_{1..j-1}+\ln T_j .
$$

Averaging over the earlier gaps and repeating from $j=2$ to $N$ gives

$$
\boxed{\langle\ln T_{1..N}\rangle=\sum_{j=1}^{N}\ln T_j .}
\tag{6}
$$

No assumption of weak scattering or large $N$ was made. It is sufficient that each new phase is uniform when the earlier gaps are held fixed. Independent gaps, each uniform over $\pi/k$, satisfy it.

For three scatterers of strengths 2.0, −3.5 and 5.0 eV Å, the transmissions are 0.7921, 0.5544 and 0.3787. The sum of logarithms is −1.793911. The average of the directly integrated wave problem over a 256 by 256 grid of the two gaps is −1.793911 as well.

Exponentiating (6) gives the geometric-mean resistance,

$$
\mathcal R_{\rm typ}=\frac{h}{2e^2}\prod_{j=1}^{N}\frac1{T_j}
=\frac{h}{2e^2}e^{N\lambda}\quad\text{for identical scatterers},
\qquad \lambda=-\ln T_1>0.
\tag{7}
$$

If scattering is weak, $\lambda\simeq R_1$, and for $N\lambda\ll1$ the growth is still linear: $e^{N\lambda}\simeq1+NR_1$. The exponential form becomes visible when $N\lambda$ reaches about one, which is at $N\simeq4$ in the example.

## Second half: typical chains, other averages and the filament

### Symbols and results carried over

The wave number is $k$, a delta scatterer has $\zeta=g/k$ in atomic units, and $T=1-R=1/(1+\zeta^2)$. For a chain, $T_{1..j}$ is the transmission of the first $j$ scatterers. The new round-trip phase $\theta_j$ is uniform when the earlier gaps are fixed, and $a_j^2=R_{1..j-1}R_j$. The results needed are the recursion (5), the Fourier series (2), and the sum rule (6). For identical scatterers the geometric-mean resistance is $(h/2e^2)e^{N\lambda}$, with $\lambda=-\ln T_1$.

### The spread and the median

An average logarithm describes a typical chain if its growth exceeds the spread. Define the interference contribution of scatterer $j$ as

$$
X_j=-\ln|1-a_je^{i\theta_j}|^2
=2\sum_{n\ge1}\frac{a_j^n}{n}\cos n\theta_j .
$$

Then $\ln T_{1..N}=\sum_j\ln T_j+\sum_{j\ge2}X_j$. With the earlier gaps fixed, the average of $X_j$ is zero. For $i<j$, $X_i$ is fixed by those earlier gaps, so $\langle X_iX_j\rangle=\langle X_i\langle X_j\mid\text{earlier}\rangle\rangle=0$. The variances therefore add, even though the $X_j$ are not independent.

Over a full circle, $\langle\cos n\theta\cos m\theta\rangle$ is $1/2$ for $n=m$ and zero otherwise. At fixed $a_j$ this gives

$$
\langle X_j^2\rangle=4\sum_{n\ge1}\frac{a_j^{2n}}{n^2}\cdot\frac12
=2\,\mathrm{Li}_2(a_j^2),\qquad
\mathrm{Li}_2(z)=\sum_{n\ge1}\frac{z^n}{n^2}.
$$

Since $\mathrm{Li}_2$ increases with its argument and $R_{1..j-1}<1$,

$$
\mathrm{Var}\ln T_{1..N}
=2\sum_{j=2}^{N}\langle\mathrm{Li}_2(R_{1..j-1}R_j)\rangle
\le2\sum_{j=2}^{N}\mathrm{Li}_2(R_j).
\tag{8}
$$

For identical scatterers the standard deviation is therefore at most $\sqrt{2(N-1)\,\mathrm{Li}_2(R_1)}$, which is of order $\sqrt N$, while the mean grows as $N$. Short chains lie well below this bound, because $R_{1..j-1}$ is still small, so their spread can at first grow faster than $\sqrt N$.

The median $m$ of any quantity $Y$ with mean $\mu$ and standard deviation $\sigma$ satisfies $|m-\mu|\le\sigma$. To see this, note that the slope of $\langle|Y-c|\rangle$ with respect to $c$ is the probability of $Y<c$ minus that of $Y>c$, so the minimum is at the median. Hence

$$
|m-\mu|\le\langle|Y-m|\rangle\le\langle|Y-\mu|\rangle
\le\sqrt{\langle(Y-\mu)^2\rangle}=\sigma .
$$

With $Y=-\ln T_{1..N}$, the logarithm of the median resistance is $N\lambda$ plus a constant and an amount of order $\sqrt N$ at most. The median therefore grows exponentially at rate $\lambda$ per scatterer.

Samples of 40 000 chains agree with both results. In the example the bound on the spread is $0.663\sqrt{N-1}$, or 0.66, 1.75 and 3.69 for the three rows below. Resistances are in kΩ, and the last column is the standard deviation of $\ln T$.

| $N$ | formula (7) | median | incoherent | spread |
|---:|---:|---:|---:|---:|
| 2 | 20.6 | 21.4 | 19.7 | 0.30 |
| 8 | 83.3 | 72.4 | 40.0 | 1.21 |
| 32 | 22 380 | 21 008 | 121 | 3.30 |

From $N=32$ to $N=64$ the logarithm of the sampled median rises by 0.233 per scatterer, equal to $\lambda$ at this precision. At $N=64$ the sampled geometric mean is 5% below (7). The standard error of $\ln T$ there is $4.968/\sqrt{40\,000}=0.025$, so the difference is about two standard errors.

For $N=2$ the median lies above the geometric mean. By (1), resistance decreases steadily as $\cos\theta$ rises, so its median is at $\cos\theta=0$. It exceeds the geometric mean by the factor $1+a^2=1+0.2079^2=1.043$, as the table shows within sampling error.

When each new round-trip phase is uniform with the earlier gaps held fixed, the average logarithm of the chain's transmission is the sum of the single-scatterer logarithms, and for identical scatterers the median resistance grows exponentially at the same rate as the geometric mean. It remains to compare other averages and equally spaced scatterers, and to examine how far the assumptions hold for the filament.
